# Franz-Keldysh absorption below a direct gap from Airy functions: test program

```python
"""Franz-Keldysh absorption below a direct gap (two parabolic bands, no Coulomb).

Result under test, with deficit = gap - photon energy, D = hbar^2/(2 mu),
theta = (D (eF)^2)^(1/3), length = (D/eF)^(1/3), eta = deficit/theta:
  S = [Ai'(eta)^2 - eta Ai(eta)^2] / (4 pi length^3 theta)
  alpha = 2 pi e^2 M^2 S / (n c eps0 m0^2 omega)
  tail: S -> eF/(32 pi^2 D deficit) * exp(-B/F),
        B = 4 sqrt(2 mu) deficit^(3/2) / (3 e hbar)
S is the pair density at zero separation per energy and volume (one spin),
M the momentum matrix element, mu the reduced mass, F the static field.
Working units: eV, nm, and V/nm for the field (so eF is in eV/nm).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy, airye

KV_CM = 1e-4                      # 1 kV/cm expressed in V/nm
gap = 0.80                        # eV
mass_e, mass_h = 0.05, 0.20       # in free-electron masses
index = 3.5
matrix_energy = 4.0               # M^2/m0 in eV
mu = mass_e * mass_h / (mass_e + mass_h)


def kinetic(mass):
    """hbar^2/(2 mass) in eV nm^2."""
    return const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18


D = kinetic(mu)


def scales(field):
    return (D * field**2)**(1 / 3), (D / field)**(1 / 3)


def airy_integral(eta):
    ai, aip, _, _ = airy(eta)
    return aip**2 - eta * ai**2


def density(eps, field):
    """S in 1/(eV nm^3); eps = photon energy - gap."""
    theta, length = scales(field)
    return airy_integral(-eps / theta) / (4 * np.pi * length**3 * theta)


def density_free(eps):
    return np.sqrt(eps) / (4 * np.pi**2 * D**1.5)


def exponent_field(deficit):
    """B in V/nm, evaluated from SI constants."""
    b_si = (4 * np.sqrt(2 * mu * const.m_e) * (deficit * const.e)**1.5
            / (3 * const.e * const.hbar))
    return b_si * 1e-9


def density_tail(deficit, field):
    return (field / (32 * np.pi**2 * D * deficit)
            * np.exp(-exponent_field(deficit) / field))


def alpha(photon, s_value):
    """Absorption coefficient in 1/cm."""
    omega = photon * const.e / const.hbar
    s_si = s_value * 1e27 / const.e
    return (2 * np.pi * const.e**2 * matrix_energy * const.e * s_si
            / (index * const.c * const.epsilon_0 * const.m_e * omega)) / 100


# Test: optical prefactor from finite-time perturbation theory summed over k
photon_above = 0.90
k = np.linspace(0, np.sqrt(30 / D), 400001)
detuning = gap + D * k**2 - photon_above
amplitude = 1e5                                    # optical field, V/m
vector_pot = amplitude * const.hbar / (photon_above * const.e)
momentum = np.sqrt(matrix_energy * const.e * const.m_e)
coupling = vector_pot * momentum / (2 * const.m_e)  # in eV


def pairs(duration):
    """Excited pairs per nm^3, both spins; duration in hbar/eV."""
    kernel = (duration * np.sinc(detuning * duration / (2 * np.pi)))**2
    return 2 * trapezoid(k**2 * kernel, k) / (2 * np.pi**2) * coupling**2


rate = ((pairs(800.0) - pairs(400.0)) / 400.0
        * const.e / const.hbar * 1e27)              # 1/(m^3 s)
intensity = index * const.c * const.epsilon_0 * amplitude**2 / 2
alpha_direct = photon_above * const.e * rate / intensity / 100
alpha_free = alpha(photon_above, density_free(photon_above - gap))
assert abs(alpha_direct / alpha_free - 1) < 2e-3

# Test: diagonalize -d^2/dx^2 + x in a long box; local density at x = 0
step = 0.02
x = np.arange(-6000, 601) * step
levels, states = eigh_tridiagonal(2 / step**2 + x,
                                  -np.ones(len(x) - 1) / step**2,
                                  select='v', select_range=(-9.0, 1.0))
weight = states[6000]**2 / step
local = weight[1:-1] / ((levels[2:] - levels[:-2]) / 2)
log_local = CubicSpline(levels[1:-1], np.log(local))
diag_error = 0.0
for eta in (0.5, 1.0, 2.0, 4.0):
    energy = np.linspace(levels[1], -eta, 4001)
    summed = trapezoid(np.exp(log_local(energy)), energy)
    diag_error = max(diag_error, abs(summed / airy_integral(eta) - 1))
assert diag_error < 3e-3

# Test: the closed Airy integral against quadrature
for eta in (-3.0, 0.0, 2.0):
    value = quad(lambda t: airy(t)[0]**2, eta, 15, epsabs=1e-13)[0]
    assert abs(value / airy_integral(eta) - 1) < 1e-7


# Test: S with its prefactor from the uniform-field propagator
def density_propagator(eps, field):
    theta = scales(field)[0]
    tau = 2 * np.sqrt(max(-eps / theta, 0.5))
    s = np.linspace(-1, 1, 20001) * np.sqrt(160 / tau) / theta
    u = tau / theta + 1j * s
    integrand = (np.exp(eps * u + D * field**2 * u**3 / 12)
                 / (4 * np.pi * D * u)**1.5)
    return trapezoid(integrand.real, s) / (2 * np.pi)


prop_error = max(abs(density_propagator(eps, f * KV_CM)
                     / density(eps, f * KV_CM) - 1)
                 for eps in (-0.10, -0.05, 0.0, 0.05) for f in (50, 100))
assert prop_error < 1e-6

# Test: separate electron and hole states overlap as one reduced-mass Airy
field = 100 * KV_CM
length = scales(field)[1]
len_e = (kinetic(mass_e) / field)**(1 / 3)
len_h = (kinetic(mass_h) / field)**(1 / 3)
z = np.linspace(-120, 120, 40001)
overlap_error = 0.0
for separation in (-5.0, 0.0, 5.0, 10.0):
    overlap = trapezoid(airy(z / len_e)[0]
                        * airy((separation - z) / len_h)[0], z)
    formula = len_e * len_h / length * airy(separation / length)[0]
    overlap_error = max(overlap_error, abs(overlap / formula - 1))
assert overlap_error < 1e-6

# Test: far above the gap the field-free square root returns
theta = scales(field)[0]
assert abs(density(30 * theta, field) / density_free(30 * theta) - 1) < 1e-2


# Test: tail law, its first correction and the upper bound
def exact_over_tail(eta):
    ai, aip, _, _ = airye(eta)     # exponentials scaled out
    return (aip**2 - eta * ai**2) * 8 * np.pi * eta


coefficient = (1 - exact_over_tail(30.0)) * 30.0**1.5
assert abs(coefficient - 17 / 24) < 0.02
assert np.all(exact_over_tail(np.linspace(0.05, 30, 600)) < 1)

# Test: exponent equals twice the barrier action
deficit = 0.10
B = exponent_field(deficit)
action = quad(lambda q: np.sqrt(max(deficit - field * q, 0.0) / D),
              0, deficit / field)[0]
assert abs(2 * action / (B / field) - 1) < 1e-6


# Test: slope of ln(alpha/F) against 1/F at fixed photon energy
def slope(f):
    inv, d = 1 / f, 1e-3 / f
    logs = [np.log(density(-deficit, 1 / v) * v) for v in (inv + d, inv - d)]
    return (logs[0] - logs[1]) / (2 * d)


weak = 20 * KV_CM
assert abs(slope(weak) / (-B + 17 / 18 * weak**2 / B) - 1) < 1e-3

# Worked example
print(f"gap {gap:.2f} eV, index {index:.1f}, M^2/m0 {matrix_energy:.1f} eV")
print(f"masses: electron {mass_e:.2f}, hole {mass_h:.2f}, "
      f"reduced {mu:.3f} m0")
print(f"D = hbar^2/(2 mu) = {D:.4f} eV nm^2")
for f in (50, 100):
    th, le = scales(f * KV_CM)
    print(f"F {f} kV/cm: theta {th*1e3:.2f} meV, length {le:.3f} nm")
for gap_deficit in (0.05, 0.10):
    photon = gap - gap_deficit
    b_here = exponent_field(gap_deficit)
    print(f"deficit {gap_deficit*1e3:.0f} meV: photon {photon:.2f} eV, "
          f"B {b_here/KV_CM:.1f} kV/cm")
    for f in (50, 100):
        fv = f * KV_CM
        eta = gap_deficit / scales(fv)[0]
        full = alpha(photon, density(-gap_deficit, fv))
        tail = alpha(photon, density_tail(gap_deficit, fv))
        print(f"  F {f} kV/cm: eta {eta:.3f}, B/F {b_here/fv:.3f}, "
              f"tunnel length {gap_deficit/fv:.1f} nm")
        print(f"    alpha Airy {full:.4g} /cm, tail {tail:.4g} /cm, "
              f"tail/Airy {tail/full:.3f}")
eta = deficit / scales(field)[0]
ai, aip, _, _ = airy(eta)
print("deficit 100 meV, F 100 kV/cm, the two Airy terms:")
print(f"  Ai'^2 {aip**2:.4e}, eta Ai^2 {eta*ai**2:.4e}, "
      f"difference {aip**2-eta*ai**2:.4e}")
for eta in (1.0, 2.0, 4.0, 8.0, 16.0):
    print(f"eta {eta:.0f}: Airy/tail {exact_over_tail(eta):.4f}, "
          f"with correction {1-17/(24*eta**1.5):.4f}")
print(f"correction coefficient at eta 30: {coefficient:.4f} "
      f"(17/24 = {17/24:.4f})")
for f in (20, 100):
    print(f"-slope of ln(alpha/F) vs 1/F, deficit 100 meV, F {f} kV/cm: "
          f"{-slope(f*KV_CM)/KV_CM:.1f} kV/cm")
print(f"alpha at 0.90 eV without field: {alpha_free:.1f} /cm, "
      f"from time evolution {alpha_direct:.1f} /cm")
print(f"alpha at the gap, F 100 kV/cm: "
      f"{alpha(gap, density(0.0, field)):.1f} /cm")
device_cm = 200e-4
low, high = [alpha(gap - 0.05, density(-0.05, f * KV_CM)) for f in (50, 100)]
to_db = 10 / np.log(10) * device_cm
print(f"device {device_cm*1e4:.0f} um, deficit 50 meV: "
      f"loss {low*to_db:.3f} dB at 50 kV/cm")
print(f"  loss {high*to_db:.3f} dB at 100 kV/cm, "
      f"extinction {(high-low)*to_db:.3f} dB")
print(f"largest relative error, diagonalization: {diag_error:.1e}")
print(f"largest relative error, propagator: {prop_error:.1e}")
print(f"largest relative error, overlap: {overlap_error:.1e}")
print("every check passed")
```

Running it gives:

```
gap 0.80 eV, index 3.5, M^2/m0 4.0 eV
masses: electron 0.05, hole 0.20, reduced 0.040 m0
D = hbar^2/(2 mu) = 0.9525 eV nm^2
F 50 kV/cm: theta 28.77 meV, length 5.754 nm
F 100 kV/cm: theta 45.67 meV, length 4.567 nm
deficit 50 meV: photon 0.75 eV, B 152.7 kV/cm
  F 50 kV/cm: eta 1.738, B/F 3.055, tunnel length 10.0 nm
    alpha Airy 8.39 /cm, tail 10.48 /cm, tail/Airy 1.249
  F 100 kV/cm: eta 1.095, B/F 1.527, tunnel length 5.0 nm
    alpha Airy 66.94 /cm, tail 96.56 /cm, tail/Airy 1.442
deficit 100 meV: photon 0.70 eV, B 432.0 kV/cm
  F 50 kV/cm: eta 3.476, B/F 8.640, tunnel length 20.0 nm
    alpha Airy 0.01917 /cm, tail 0.02106 /cm, tail/Airy 1.099
  F 100 kV/cm: eta 2.190, B/F 4.320, tunnel length 10.0 nm
    alpha Airy 2.674 /cm, tail 3.168 /cm, tail/Airy 1.185
deficit 100 meV, F 100 kV/cm, the two Airy terms:
  Ai'^2 1.6878e-03, eta Ai^2 1.4838e-03, difference 2.0395e-04
eta 1: Airy/tail 0.6697, with correction 0.2917
eta 2: Airy/tail 0.8279, with correction 0.7496
eta 4: Airy/tail 0.9246, with correction 0.9115
eta 8: Airy/tail 0.9706, with correction 0.9687
eta 16: Airy/tail 0.9892, with correction 0.9889
correction coefficient at eta 30: 0.7019 (17/24 = 0.7083)
-slope of ln(alpha/F) vs 1/F, deficit 100 meV, F 20 kV/cm: 431.3 kV/cm
-slope of ln(alpha/F) vs 1/F, deficit 100 meV, F 100 kV/cm: 418.4 kV/cm
alpha at 0.90 eV without field: 4804.0 /cm, from time evolution 4804.2 /cm
alpha at the gap, F 100 kV/cm: 768.6 /cm
device 200 um, deficit 50 meV: loss 0.729 dB at 50 kV/cm
  loss 5.815 dB at 100 kV/cm, extinction 5.086 dB
largest relative error, diagonalization: 2.8e-04
largest relative error, propagator: 4.5e-14
largest relative error, overlap: 1.6e-15
every check passed
```
